# Negative Permeability Between Resonance and Antiresonance in an In-Plane Magnetized Film

**Q.** You say that an iron line, used as a conductor, has a negative permeability over a band of frequencies. Iron is the standard example of a large positive one. Which permeability do you mean?

**A.** The ratio of $b_x$ to $\mu_0h_x$ in this geometry. The film has its normal along $y$. Its static magnetization $M_s$ lies in the plane, along $z$, and the line runs along $z$ too. A current along $z$ makes a magnetic field along $x$, in the plane and across $M_s$. I assume that all alternating fields depend on the depth $y$ alone, which suits the middle of a very wide film but not its edges.

The magnetization obeys the lossless Landau-Lifshitz equation

$$\frac{d\mathbf M}{dt}=-\gamma\mu_0\,\mathbf M\times\mathbf H,\qquad \gamma=\frac{g\mu_B}{\hbar}>0 .$$

Damping and exchange stiffness are left out for now. The field $\mathbf H$ holds a static part along $z$ and the small alternating parts $h_x,h_y$.

**Q.** Iron also has crystal anisotropy. Is that left out as well?

**A.** It can be kept at no cost if the film axes are cube axes and $K_1>0$, so that $z$ is an easy axis. With direction cosines $\alpha_i=M_i/M_s$, the cubic energy density is $K_1(\alpha_x^2\alpha_y^2+\alpha_y^2\alpha_z^2+\alpha_z^2\alpha_x^2)$. Putting $\alpha_z^2=1-\alpha_x^2-\alpha_y^2$ gives

$$E=K_1\left[\alpha_x^2\alpha_y^2+(\alpha_x^2+\alpha_y^2)(1-\alpha_x^2-\alpha_y^2)\right]\approx K_1(\alpha_x^2+\alpha_y^2),$$

with an error of fourth order in the small cosines. Eliminating $\alpha_z$ changes the field $-(\mu_0M_s)^{-1}\partial E/\partial\boldsymbol\alpha$ by a part along $\mathbf M$, which exerts no torque. With $\mathbf m=(m_x,m_y,0)$ the transverse magnetization, the field is

$$-H_K\frac{\mathbf m}{M_s},\qquad H_K=\frac{2K_1}{\mu_0M_s}.$$

Its first-order torque term is $M_s\hat z\times(-H_K\mathbf m/M_s)=H_K\,\mathbf m\times\hat z$. A static field $H_K\hat z$ would give the same term. So the applied field $H_0$ is replaced by $H_i=H_0+H_K$, and I assume $H_i>0$.

**Q.** The equation is a product of $\mathbf M$ and $\mathbf H$. What allows you to linearize it?

**A.** A small precession angle. Since $\mathbf M\cdot d\mathbf M/dt=0$, the length of $\mathbf M$ is conserved, and

$$M_z=\sqrt{M_s^2-m_x^2-m_y^2}\approx M_s-\frac{m_x^2+m_y^2}{2M_s}.$$

To first order $M_z=M_s$. The components of the product are then

$$(\mathbf M\times\mathbf H)_x=m_yH_i-M_sh_y,\qquad(\mathbf M\times\mathbf H)_y=M_sh_x-m_xH_i .$$

Define $\omega_H=\gamma\mu_0H_i$ and $\omega_M=\gamma\mu_0M_s$. Multiplying by $-\gamma\mu_0$ gives

$$\dot m_x=-\omega_Hm_y+\omega_Mh_y,\qquad \dot m_y=\omega_Hm_x-\omega_Mh_x. \tag{1}$$

A field $h_z$ would enter through $m_yh_z$ and $m_xh_z$, which are second order. A weak field along $M_s$ therefore gets no linear response, and its permeability is 1.

**Q.** You have two equations and four unknowns. I suppose you now set $h_y=-m_y$, the demagnetizing field of a thin plate. But this is a conductor with eddy currents, and magnetostatics is not enough.

**A.** Magnetostatics is not needed. Take fields proportional to $e^{-i\omega t}$, with $\omega>0$. Faraday's law is $\nabla\times\mathbf e=i\omega\mathbf b$, and its normal component reads

$$i\omega b_y=\partial_ze_x-\partial_xe_z=0,$$

because nothing depends on $x$ or $z$. Hence $b_y=\mu_0(h_y+m_y)=0$ and $h_y=-m_y$ at every depth, with the eddy currents included. The first of equations (1) becomes

$$\dot m_x=-(\omega_H+\omega_M)m_y=-\omega_am_y,\qquad \omega_a=\omega_H+\omega_M .$$

**Q.** Then finish the elimination.

**A.** With $d/dt\to-i\omega$, the last equation gives $m_y=i(\omega/\omega_a)m_x$. In the second of equations (1) the left side is $-i\omega m_y=(\omega^2/\omega_a)m_x$, so

$$\frac{\omega^2}{\omega_a}m_x=\omega_Hm_x-\omega_Mh_x .$$

Multiplying by $\omega_a$ and collecting $m_x$ gives

$$m_x=\frac{\omega_M\omega_a}{\omega_r^2-\omega^2}\,h_x,\qquad \omega_r^2=\omega_H\omega_a .$$

The permeability follows from $b_x=\mu_0(h_x+m_x)$:

$$\mu_{\rm eff}=1+\frac{\omega_M\omega_a}{\omega_r^2-\omega^2}=\frac{\omega_H\omega_a+\omega_M\omega_a-\omega^2}{\omega_r^2-\omega^2}=\boxed{\frac{\omega_a^2-\omega^2}{\omega_r^2-\omega^2}} \tag{2}$$

The last step uses $\omega_H+\omega_M=\omega_a$. Since $0<\omega_H<\omega_a$, we have $\omega_r<\omega_a$. Below $\omega_r$ both factors are positive, and above $\omega_a$ both are negative. Between them the numerator is positive and the denominator negative, so $\mu_{\rm eff}<0$ there and nowhere else. The pole at $\omega_r$ is ferromagnetic resonance. The zero at $\omega_a$ is antiresonance.

**Q.** Does this return the large positive value I know?

**A.** It returns a positive value at low frequency, $\mu_{\rm eff}\to\omega_a/\omega_H=1+M_s/H_i$, but not the thousands quoted for soft iron. Those come mostly from the motion of domain walls, and this film is a single domain. Far above $\omega_a$ the permeability tends to 1 from below, since the spins can't follow. For $M_s\to0$ the pole and the zero merge and $\mu_{\rm eff}=1$. For $H_i\to0$ the resonance moves to zero frequency and

$$\mu_{\rm eff}\to1-\frac{\omega_M^2}{\omega^2},$$

which has the form of the permittivity of a free-electron plasma. The negative band then reaches down to zero frequency, but nothing holds the magnetization along $z$, so this is a limit and not a working state.

**Q.** The permeability of a magnetized body is a tensor. Is its $xx$ element negative in the same band?

**A.** No. That element is defined with $h_y=0$, not $b_y=0$. Equations (1) then give $m_y=i(\omega/\omega_H)m_x$ and $(\omega_H^2-\omega^2)m_x=\omega_H\omega_Mh_x$, so

$$\mu_{xx}=1+\frac{\omega_H\omega_M}{\omega_H^2-\omega^2}=\frac{\omega_r^2-\omega^2}{\omega_H^2-\omega^2},$$

because $\omega_H^2+\omega_H\omega_M=\omega_r^2$. It is negative between $\omega_H$ and $\omega_r$, and it vanishes where $\mu_{\rm eff}$ has its pole. The condition on the normal field decides which ratio matters. Here it is $b_y=0$, which gives (2).

**Q.** A negative permeability sounds like a medium that gives out energy.

**A.** The minus sign means that $b_x$ is in antiphase with $h_x$. The magnetization is a driven oscillator. Above its resonance it moves against the drive, and while $|m_x|>|h_x|$ it outweighs the field. For a real $\mu_{\rm eff}$ of either sign, $h_x\propto\cos\omega t$ and $\dot b_x\propto\sin\omega t$, so the mean of $h_x\dot b_x$ is zero. No net magnetic work is done over a cycle.

**Q.** What happens at the zero itself? Does the magnetization stop?

**A.** It moves on a circle. At $\omega_a$ we have $m_x=-h_x$ and $m_y=im_x$. Together with $h_y=-m_y$ this means $\mathbf h=-\mathbf m$, so the alternating $\mathbf b$ vanishes while $\mathbf h$ does not. The torque explains the frequency:

$$(M_s\hat z+\mathbf m)\times(H_i\hat z-\mathbf m)=H_i\,\mathbf m\times\hat z-M_s\,\hat z\times\mathbf m=(H_i+M_s)\,\mathbf m\times\hat z .$$

Hence $\dot{\mathbf m}=\omega_a\,\hat z\times\mathbf m$, a rotation from $x$ towards $y$ at $\gamma\mu_0(H_i+M_s)$.

**Q.** Give me numbers for a real metal.

**A.** Take bcc iron with rough typical values: $g=2.10$, $\mu_0M_s=2100$ mT and $K_1=50$ kJ/m³. I choose an applied field of 100 mT. The anisotropy field is $\mu_0H_K=2K_1/M_s=59.8$ mT, so $\mu_0H_i=159.8$ mT. With $\gamma/2\pi=29.392$ GHz/T,

$$f_H=29.392\times0.1598=4.70\ \text{GHz},\qquad f_M=29.392\times2.100=61.72\ \text{GHz},$$

$$f_a=4.70+61.72=66.4\ \text{GHz},\qquad f_r=\sqrt{4.70\times66.4}=17.7\ \text{GHz}.$$

The static value is $1+2100/159.8=14.1$. At 40 GHz, inside the band,

$$\mu_{\rm eff}=\frac{66.42^2-40^2}{17.665^2-40^2}=\frac{2812}{-1288}=-2.18 .$$

**Q.** All of that rests on the linearized equation. How do I know that the full one agrees?

**A.** The full nonlinear equation, with the complete cubic anisotropy and $h_y=-m_y$, was integrated under a drive $\mu_0h_x$ of amplitude 0.1 mT. The starting direction was adjusted until the motion repeated after one period, and $\mu_{\rm eff}$ was read from the part of $m_x$ in phase with the drive.

| $f$ (GHz) | nonlinear orbit | formula (2) |
|---|---|---|
| 10 | 20.33394 | 20.33392 |
| 40 | −2.18317 | −2.18317 |
| 66.421 | 0.00000 | 0.00000 |
| 90 | 0.47358 | 0.47358 |

At $f_a$ the radius of the orbit varied by $1.2\times10^{-9}$ of its mean, so it is a circle to that accuracy.

The error of linearization should grow as the square of the drive. A half turn about $z$ reverses $\mathbf m$ and $\mathbf h$ and leaves the equation unchanged. The response that grows from zero drive is therefore odd in $h_x$, and its first correction is cubic. Relative to $h_x$ that is quadratic. At 10 GHz, raising the drive from 1 to 2 mT multiplied the error in $\mu_{\rm eff}$ by 4.002.

**Q.** Now the conductor. Why should someone who designs a line care about the sign or the zero?

**A.** Because $\mu_{\rm eff}$ sets the skin effect. In a good conductor of conductivity $\sigma$ the displacement current is negligible; here it is $3.7\times10^{-7}$ of the conduction current at $f_a$. The remaining Maxwell equations are

$$\partial_ye_z=i\omega\mu_0\mu_{\rm eff}h_x,\qquad -\partial_yh_x=\sigma e_z .$$

Differentiating the second and inserting the first gives $\partial_y^2h_x=-i\omega\mu_0\sigma\mu_{\rm eff}h_x$. For $h_x\propto e^{iky}$,

$$k^2=i\omega\mu_0\sigma\mu_{\rm eff}.$$

A wave that decays into the metal has ${\rm Im}\,k>0$. For $\mu_{\rm eff}>0$ that root is proportional to $(1+i)/\sqrt2$, and for $\mu_{\rm eff}<0$ to $(-1+i)/\sqrt2$. Both give the attenuation length

$$\ell=\frac1{{\rm Im}\,k}=\sqrt{\frac{2}{\omega\mu_0\sigma|\mu_{\rm eff}|}} .$$

In the negative band the wave fronts move towards the surface while the amplitude decays inwards. Energy still flows inwards. From $e_z=-ikh_x/\sigma$, the mean flux along $y$ is $\tfrac12{\rm Re}(e_zh_x^*)=({\rm Im}\,k)|h_x|^2/2\sigma>0$.

At the lossless zero $\ell$ diverges. Then $\partial_ye_z=0$, so the current density $\sigma e_z$ is uniform over the depth, and $h_x$ varies linearly. With a resistivity of 10 µΩ cm, a rough value for iron, the lossless lengths are 353 nm at 10 GHz, 539 nm at 40 GHz and 771 nm at 90 GHz.

**Q.** You took $b_y=0$ and the sign of $k$ from your own algebra. Was either one tested?

**A.** The sign of $k$ was. The condition $b_y=0$ was not, since it entered as the normal component of Faraday's law. Maxwell's equations and the linearized torque were solved together as an eigenvalue problem for $k$, with $h_y$ among the unknowns, which checks the elimination. At 10, 40 and 90 GHz the decaying root agreed with $k^2=i\omega\mu_0\sigma\mu_{\rm eff}$ within one part in a million, and ${\rm Re}\,k$ was negative at 40 GHz alone.

**Q.** An infinite attenuation length can't survive in a real metal.

**A.** It doesn't. Gilbert damping adds $(\alpha/M_s)\mathbf M\times\dot{\mathbf M}$ to the right side of the equation of motion. To first order this is $\alpha\,\hat z\times\dot{\mathbf m}$, with components $-\alpha\dot m_y=i\alpha\omega m_y$ and $\alpha\dot m_x=-i\alpha\omega m_x$. In equations (1) the effect is to replace $\omega_H$ by $\omega_H-i\alpha\omega$, and so $\omega_a$ by $\omega_a-i\alpha\omega$:

$$\mu_{\rm eff}=\frac{(\omega_a-i\alpha\omega)^2-\omega^2}{(\omega_H-i\alpha\omega)(\omega_a-i\alpha\omega)-\omega^2}.$$

At $\omega=\omega_a$ the numerator is $-2i\alpha\omega_a^2$ to first order in $\alpha$. The denominator is $\omega_H\omega_a-\omega_a^2=-\omega_M\omega_a$ to zeroth order. Therefore

$$\mu_{\rm eff}(\omega_a)\approx2i\alpha\frac{\omega_a}{\omega_M}=2i\times0.005\times\frac{66.42}{61.72}=0.0108\,i ,$$

where $\alpha=0.005$ is again a rough value. The real part still changes sign, at 66.419 GHz, but the permeability no longer vanishes.

For $\mu_{\rm eff}=i\mu''$ we have $k^2=-\omega\mu_0\sigma\mu''$ and $\ell=(\omega\mu_0\sigma\mu'')^{-1/2}$. Compared with a metal of the same resistivity and $\mu=1$ at the same frequency, $\ell$ is longer by the factor $1/\sqrt{2\mu''}=6.8$: 4210 nm against 618 nm.

**Q.** And at the pole?

**A.** At $\omega_r$ the real part of the denominator cancels to first order, which leaves $-i\alpha\omega_r(\omega_a+\omega_H)$. Then

$$\mu_{\rm eff}(\omega_r)\approx1+\frac{i\omega_M\omega_a}{\alpha\omega_r(\omega_a+\omega_H)}\approx1+653\,i ,$$

where the full real part, 1.06, is negligible beside the imaginary one. The local formula gives $\ell=33$ nm. Such a thin layer brings in the exchange that I left out. For a variation with wavenumber $q$ the exchange field is $-\lambda^2q^2\mathbf m$, with $\lambda^2=2A/(\mu_0M_s^2)$. By the same argument as for the anisotropy, it stiffens the precession by $M_s\lambda^2q^2$. A rough $A=20$ pJ/m gives $\lambda=3.4$ nm. At the pole $\mu_{\rm eff}$ is almost imaginary, so $k\approx i/\ell$ and $q^2\approx-1/\ell^2$. With this local $k$ the exchange term has a size of about 22 mT, which is 14 % of $\mu_0H_i$ and seven times the damping field $\alpha\omega_r/\gamma=3$ mT. So $k$ has to be found together with the exchange, and the negative sign of $q^2$ is not the net effect. Replacing $\omega_H$ by $\omega_H+\omega_M\lambda^2k^2$ makes the equation for $k^2$ a cubic. At $f_r$ its two long-wave roots carry complex exchange fields of about 7 and 9 mT, and for a thick plate the peak of the surface resistance lies above $f_r$, by 1.4 % for free surface spins and 3.9 % for pinned ones. The local formula is therefore unreliable close to resonance. A thinner film driven by its own current is no cure: with free spins the peak moves up by about 8 % at 100 nm and 70 % at 30 nm.

**Q.** Then put your model beside an actual line. What breaks first?

**A.** Consider a line 200 nm thick and 10 µm wide. The first thing to break is the condition $b_y=0$. A uniform current density $J$ in an isolated strip of thickness $t$ and width $w\gg t$, centred at $x=0$, makes a normal field

$$b_y=\frac{\mu_0Jt}{2\pi}\ln\frac{w/2+x}{w/2-x}.$$

In this thin-sheet limit its rms value over the width is $\mu_0Jt/(2\sqrt3)$, independent of the width; for $w/t=50$ the finite thickness lowers the midplane value by about 3 %. The field $\mu_0h_x$ of the same current has the same rms value over the thickness. Only near the middle of the strip is $b_y$ small in comparison. Crowding of the current at the edges changes this distribution.

The normal field also drives the magnetization. With $h_y=b_y/\mu_0-m_y$, the first of equations (1) gives $m_y=im_x+(\omega_M/\omega_a)b_y/\mu_0$ at $\omega_a$. The second then gives $b_x=ib_y$. So $b_x$ vanishes at $f_a$ only where $b_y$ does, and formula (2) does not describe the whole width of an isolated line.

The estimates below leave this normal field out. Each changes one thing and holds the rest fixed.

- Exchange: the field of a current is opposite at the two faces, so $m_x$ varies by about half a wave over the thickness. With $q=\pi/(200\ \text{nm})$ the added field is 5.9 mT, which raises $f_r$ by 2.0 % and $f_a$ by 0.3 %. This choice of $q$ assumes free surface spins; with pinned spins the loss peak lies about 8 % above $f_r$.
- Finite width: for an elliptic cross-section with a uniform $m_y$, $h_y=-Nm_y$ with $N=10000/10200=0.980$. Repeating the elimination puts the zero at $\omega^2=\omega_a(\omega_H+N\omega_M)$, 0.9 % lower in frequency. The resonance is more sensitive to the width: the in-plane factor $1-N=0.020$ of the same ellipse raises the uniform mode to 19.6 GHz, 11 % above $f_r$. The line's own current does not make $\mathbf m$ uniform, so both numbers are only indications of size.
- Heating from 300 to 400 K: thermal magnons with a quadratic dispersion lower $M_s$ by 1.0 %. If $K_1$ varies as $M_s^{10}$, which is an assumption, $f_r$ falls by 2.2 % and $f_a$ by 1.1 %. The quadratic dispersion probably understates the loss of $M_s$ at these temperatures, so the real shifts may be larger.
- Drive: a uniform 1 MA/cm² gives 1.26 mT at the faces. At $f_a$ with $b_y=0$, where each component of $\mathbf m$ has the amplitude of $h_x$, the precession angle is $1.26/2100$ rad, or 0.034°, well inside the linear regime. At $f_r$ the linear formula would give $|m_x|\approx653|h_x|$, about $0.39M_s$ for this field, so it does not hold there at this drive.

A larger shift can come from the crystal. The model assumes a single-crystal film aligned with the line, while a deposited film is usually polycrystalline. If the grains average the anisotropy away, $\mu_0H_i$ drops to 100 mT. Then $f_a=29.392\times2.200=64.7$ GHz, 3 % lower, but $f_r=29.392\sqrt{0.100\times2.200}=13.8$ GHz, 22 % lower. The antiresonance is less sensitive to $H_i$ because $M_s$ dominates it. For the same reason it is more sensitive to a change of $M_s$ at fixed $H_i$. A bias of 100 mT is also large for a chip and would need a magnet. Thin films often have a higher resistivity than the value used here; that leaves both frequencies of the model unchanged and, away from resonance, lengthens $\ell$ as the square root of the resistivity.

**Q.** Should I then replace copper by iron at 66 GHz?

**A.** Not on this evidence. A 200 nm line is already thinner than the 618 nm skin depth of the $\mu=1$ metal, so there is little skin effect over its thickness to remove. The gain in depth matters for a line several times thicker than 618 nm, near $f_a$, with $M_s$ held along the current. Iron's resistivity is also roughly six times that of copper. What the derivation establishes is the sign of $\mu_{\rm eff}$ and its zero where $b_y=0$; the benefit to a given line needs its full impedance, including the crowding of current at its edges. The numerical output below lists the inputs of the model and most of its results.

## Table of computed values

```
INPUTS (rough values for bcc Fe; chosen bias and geometry)
g factor: 2.10; Gilbert damping: 0.005
saturation mu0*Ms: 2100 mT; applied field: 100 mT
K1: 50 kJ/m^3; exchange stiffness: 20 pJ/m
resistivity: 10.0 uohm cm
thickness: 200 nm; width: 10000 nm
LOSSLESS RESULT
anisotropy field: 59.8 mT; stiffness field: 159.8 mT
gamma/(2 pi): 29.392 GHz/T
f_H: 4.698 GHz; f_M: 61.723 GHz
resonance f_r: 17.665 GHz; from torque Jacobian: 17.665 GHz
antiresonance f_a: 66.421 GHz
static mu_eff: 14.138
f = 10.000 GHz: mu_eff nonlinear orbit +20.33394, formula +20.33392
f = 40.000 GHz: mu_eff nonlinear orbit -2.18317, formula -2.18317
f = 66.421 GHz: mu_eff nonlinear orbit +0.00000, formula -0.00000
f = 90.000 GHz: mu_eff nonlinear orbit +0.47358, formula +0.47358
relative radius spread of orbit at f_a: 1.2e-09
linearization error ratio, drive doubled: 4.002
lossless attenuation length at 10 GHz: 353 nm
lossless attenuation length at 40 GHz: 539 nm
lossless attenuation length at 90 GHz: 771 nm
DAMPING
mu_eff at f_a: +0.000089 +0.010760 i
leading estimate at f_a: +0.010761 i
attenuation length at f_a: 4210 nm
same conductor with mu = 1: 618 nm; ratio 6.82
mu_eff at f_r: +1.06 +652.66 i
attenuation length at f_r: 33.1 nm
band of negative Re mu_eff: 17.665 to 66.419 GHz
OTHER NEGLECTED EFFECTS (estimates)
exchange length: 3.38 nm
exchange field, half wave across film: 5.91 mT
exchange shifts: f_r +1.96 %, f_a +0.26 %
exchange field in skin layer at f_r: 21.8 mT
normal demagnetizing factor of line: 0.9804
finite-width shift of f_a: -0.92 %
Ms change from 300 to 400 K: -0.98 %
thermal shifts: f_r -2.15 %, f_a -1.13 %
current density: 1.0 MA/cm^2; surface field: 1.26 mT
precession angle at f_a for that field: 0.0343 degrees
displacement/conduction current at f_a: 3.7e-07
```
